Interlayer coupling periods of Cu(001) from aliased Fermi-surface spanning vectors

First half: from the coupling energy to the spanning vectors

In a model of copper, the phase that an electron gathers on a round trip between two magnetic planes across a (001) spacer advances by a full turn for every 1.21 atomic layers of separation, yet the coupling it produces repeats every 5.83 layers. For a second electron wave the phase advances by a full turn every 1.64 layers, and the coupling repeats every 2.56 layers. Both longer periods follow from two facts: only special vectors across the Fermi surface survive at large separation, and the separation can take only whole numbers of layers.

Let the spacer be an infinite crystal with one atom per primitive cell and one partly filled band, of energy ε(k). The atomic layers have spacing d. Two of them, layer 0 and layer N, carry uniform, ordered magnetic moments, and D = Nd is their separation. An electron of spin σ = ±1 feels a potential −Vσ on every atom of layer 0 and −ηVσ on every atom of layer N, where η = +1 for parallel moments and η = −1 for antiparallel ones. The electrons do not interact with each other, spin-orbit coupling is absent, and V is small compared with the bandwidth. The quantity sought is J = E_AP − E_P, the energy per area of the antiparallel arrangement minus that of the parallel one. A positive J favours parallel moments. The crystal acts as a reservoir with chemical potential μ, so E is the grand potential.

The planes are uniform, so the wave vector k∥ along the layers is conserved. For each k∥ and each spin the problem is a chain of layers with two altered sites. Let W be the altered potential, G⁰ = (ε + i0 − H₀)⁻¹ the Green function without it, and G the Green function with it. The change in the density of states is

Δρ(ε) = −(1/π) Im Tr(G − G⁰).

Since Tr(ε − H)⁻¹ = (d/dε) ln det(ε − H), and det(ε − H₀ − W) = det(ε − H₀) det(1 − G⁰W), this becomes

Δρ(ε) = dL/dε,  L(ε) = −(1/π) Im ln det(1 − G⁰W).

At zero temperature the change in grand potential is the integral of (ε − μ)Δρ up to μ. Integration by parts leaves no boundary term, because ε − μ vanishes at the top and L vanishes below all the states:

ΔΩ = −∫^μ L dε = (1/π) ∫^μ Im ln det(1 − G⁰W) dε.

For small W, ln det(1 − G⁰W) = −Tr(G⁰W) − ½Tr(G⁰W)² − … . The first-order term cancels between the two spins. In the second-order term, the parts that involve one plane twice contain V² and do not depend on η. The two mixed parts are equal and give

−½ · 2 W₀W_N G_N G_−N = −ηV² G_N G_−N,

where G_N is the element of G⁰ leading from layer 0 to layer N, and G_−N leads back. The two spins together give −2ηV² G_N G_−N. Subtracting the value at η = +1 from that at η = −1 gives +4V² G_N G_−N. There are d²k∥/(2π)² chains per area, so

J = (4V²/π) ∫ d²k∥/(2π)² Im ∫^μ dε G_N(ε) G_−N(ε),  (1)

with k∥ running over the surface Brillouin zone. This is exact to second order in V. It describes an electron that goes from one plane to the other and returns.

The Green function follows from its Bloch-wave sum at fixed k∥,

G_N(ε) = (d/2π) ∫ dk e^{ikNd}/(ε + i0 − ε_k),

where k is the component along the normal and covers one period 2π/d. For N > 0 the path of integration is moved into the upper half of the complex k plane, where e^{ikNd} decays. The two vertical sides of the contour cancel, because the integrand has period 2π/d when N is an integer. Near a real crossing k_j, with ε_k = ε + ħv_j(k − k_j), the pole sits at k_j + i0/(ħv_j). It lies above the axis if the normal velocity v_j is positive. Its residue carries the factor 1/(−ħv_j), and multiplication by 2πi · d/(2π) gives

G_N ≃ Σ d e^{ik⁺Nd}/(iħv⁺),  sum over crossings with v⁺ > 0.

Poles well away from the real axis add terms that decay exponentially with N. For G_−N the path is closed below, clockwise, and the crossings with v⁻ < 0 are enclosed. The sign from the clockwise sense combines with v⁻ = −|v⁻| to give d e^{−ik⁻Nd}/(iħ|v⁻|). The product is therefore

G_N G_−N ≃ −Σ d² e^{iqD}/(ħ²v⁺|v⁻|),  q = k⁺ − k⁻.  (2)

The phase qD is what the electron gathers on the round trip. Its rate of change with energy is

q′ = dq/dε = 1/(ħv⁺) + 1/(ħ|v⁻|) = (v⁺ + |v⁻|)/(ħv⁺|v⁻|),  (3)

which is positive and equals the round-trip time per unit separation, divided by ħ.

For the energy integral it helps to leave the real axis. The product F = G_N G_−N is analytic in the upper half of the energy plane and falls at least as fast as 1/|ε|² far away. The path from −∞ to μ can then be replaced by the vertical line above μ:

∫^μ F dε = −i ∫₀^∞ F(μ + iy) dy.  (4)

On this line e^{iqD} becomes e^{iqD}e^{−q′Dy} to leading order, with q and q′ now taken at the Fermi level. Energies within about 1/(q′D) of μ matter, and the integral over y gives 1/(q′D). This is the first factor 1/D, and its origin is the sharp edge of the occupied states. Combining it with (2), the prefactor is (−i)(−1) = i, and Im(i e^{iqD}) = cos qD. By (3), ħ²v⁺|v⁻|q′ = ħ(v⁺ + |v⁻|). Hence

J ≃ (V²d²/π³D) ∫ d²k∥ Σ cos(qD)/[ħ(v⁺ + |v⁻|)].  (5)

At large D the integrand oscillates rapidly with k∥, and neighbouring regions cancel. More precisely, where ∇q ≠ 0 the integration over k∥ in e^{iqD} can be moved slightly into the complex domain so that Im q becomes positive, and the contribution is then exponentially small. The same shift deals with the edges of the projected Fermi surface, where k⁺ and k⁻ merge and (2) is invalid because the velocities vanish. Near such an edge the band has the form ε_e(k∥) + ħ²(k − k_e)²/(2m*), and F depends on the combination μ + iy − ε_e(k∥). Giving k∥ an imaginary part that raises the imaginary part of this combination carries the path around the edge, with a decaying exponential throughout. This requires ε_e to vary linearly across the edge. A Fermi level placed at a stationary value of ε_e needs separate treatment.

What remains are the points where q is stationary. Around such a point, labelled α, let s₁ and s₂ be the distances along the principal axes and c₁ and c₂ the corresponding second derivatives of q:

q ≃ q_α + ½c₁s₁² + ½c₂s₂².

The Gaussian integral ∫ e^{−λs²/2} ds = √(2π/λ), continued to λ = −icD, gives

∫ e^{icDs²/2} ds = √(2π/(|c|D)) e^{i(π/4) sgn c}.

Each of the two directions contributes D^{−1/2}, and together they supply the second factor 1/D. The remaining factor in (5) varies slowly and may be taken at the stationary point. The two directions multiply the integrand by 2π/(D√|c₁c₂|) and shift its phase, so

J ≃ (2V²d²/π²D²) Σ_α cos(q_αD + φ_α)/[ħ(v⁺ + |v⁻|)√|c₁c₂|]_α,  (6)

φ_α = (π/4)(sgn c₁ + sgn c₂).

The phase is −π/2 for a maximum of q, 0 for a saddle and +π/2 for a minimum. When the two speeds are equal, v⁺ = |v⁻| = v, as for a pair related by reflection in the layer plane, the factor 2 cancels. With D = Nd,

J ≃ (V²/π²N²) Σ_α cos(q_αNd + φ_α)/[ħv√|c₁c₂|]_α.  (7)

The stationary condition has a simple geometrical meaning. Differentiating ε(k∥, k±(k∥)) = μ along the layers gives ∇k± = −v∥±/v_z±, where v∥ and v_z are the velocity components along and normal to the layers. Then ∇q = 0 requires v∥⁺/v_z⁺ = v∥⁻/v_z⁻. The two velocity vectors are proportional, and since v_z⁺ and v_z⁻ have opposite signs, they are antiparallel. An electron leaving with one velocity comes back along the same line.

The inverse-square law is thus a count of three integrations: one power from the energy and half a power from each direction of k∥. It fails where that count fails. If q is constant along a line in k∥, one half power is lost and the decay is D^{−3/2}. If q is constant over an area, which is full nesting, the decay is 1/D. If one curvature vanishes and a quartic term takes over, the width in that direction scales as D^{−1/4} and the decay is D^{−7/4}.

Temperature also changes the law. The zero-temperature weight ε − μ is replaced by −k_BT ln(1 + e^{−(ε−μ)/k_BT}), whose derivative is the Fermi function f_T. The same integration by parts then puts f_T into the energy integral. In the upper half plane f_T has poles at μ + iy_n, with y_n = (2n+1)πk_BT and residue −k_BT. Equation (4) becomes

∫ f_T F dε = −2πi k_BT Σ_{n≥0} F(μ + iy_n).  (8)

With q taken as linear in energy near μ, and X = πk_BT q′D, the geometric series gives

2πk_BT Σ e^{−(2n+1)X} = 2πk_BT e^{−X}/(1 − e^{−2X}) = πk_BT/sinh X = (1/(q′D)) X/sinh X.

Each term in (6) and (7) is therefore multiplied by X/sinh X. This factor tends to 1 for small X and to 2Xe^{−X} for large X. At any fixed nonzero temperature the inverse-square range ends near X = 1, and the decay beyond it is exponential. Slow electrons, with large q′, lose their contribution first.

A parabolic band, ε = ħ²k²/2m, allows a check without stationary phase. Here q = 2√(k_F² − k∥²) ≃ 2k_F − k∥²/k_F, a maximum with c₁ = c₂ = −2/k_F, and v = ħk_F/m. Equation (7) gives

J ≃ mV²d² sin(2k_FD)/(2π²ħ²D²).  (9)

On the other side, G_N = G_−N = md e^{iκD}/(iħ²κ) with ħ²κ²/2m = μ + iy − ħ²k∥²/2m. Since k∥dk∥ = −κdκ, the k∥ integral in (1) can be done in closed form by the exponential integral E₁:

J = −(2m²V²d²/π²ħ⁴) ∫₀^∞ dy Re E₁(−2iκ₀D),  κ₀ = √(2m(μ + iy))/ħ.

Evaluated numerically at two crests of the sine, one about twice as far out as the other, this gives a decay exponent of −1.9992. The ratio to (9) at the farther crest is 0.9998.

The periods do not depend on V being small. For two altered layers the determinant is that of a 2×2 matrix. With g = G⁰ between a layer and itself, and W₀ and W_N the two potentials, it is

(1 − gW₀)(1 − gW_N) − W₀W_N G_N G_−N = (1 − gW₀)(1 − gW_N)(1 − t₀t_N G_N G_−N),

where t = W/(1 − gW) is the full scattering strength of one layer. After the sum over spins the single-layer factors are the same in both arrangements. The leading term of the last logarithm replaces 4V² in (1) by (t₊ − t₋)², with t± the values for the two spins. This factor can be complex, so it alters the strength and phase of an oscillation but leaves q unchanged. Higher powers of t₀t_N G_N G_−N carry the phases 2qD, 3qD and so on, and add harmonics. Where one k∥ has several pairs of crossings, they also contain sums of the different q.


Second half: the lattice, the Fermi surface of copper and the numbers

Two magnetic layers, N layers apart in a spacer of layer spacing d, act on the electrons with a potential ∓V that depends on spin. The energy per area of the antiparallel arrangement minus that of the parallel one is J. To second order in V and for large N,

J ≃ (V²/π²N²) Σ_α cos(q_αNd + φ_α)/[ħv√|c₁c₂|]_α · X/sinh X.

The sum runs over stationary vectors q_α along the layer normal that join two points of the Fermi surface with opposite velocities of equal size v. The numbers c₁ and c₂ are the second derivatives of q with respect to k∥. The phase φ_α is −π/2 for a maximum and 0 for a saddle. For such pairs X = 2πk_BTNd/(ħv), and the last factor is 1 at zero temperature.

Because N is an integer, cos(qNd + φ) does not change when q is replaced by q − 2πn/d with integer n. The wave is observed only at the layers, and a short wave sampled in this way is indistinguishable from a longer one. This is aliasing. The period in layers is

p = 2π/|q_αd − 2πn|,  with n chosen so that |q_αd − 2πn| ≤ π,  (10)

and it cannot be shorter than 2. The crystal leaves no other choice, since k⁺ and k⁻ are themselves defined only up to multiples of 2π/d.

For the (001) layers of an fcc crystal with cubic edge a, the spacing is d = a/2. Let x, y and z denote k_xa/2, k_ya/2 and k_za/2. Reflection in the layer plane takes z to −z, so every Fermi-surface point has a mirror partner with the opposite normal velocity. The pair spans q = 2k_z, that is, qd = 2z. The pair is stationary where the velocity points along the normal. If z lies between π/2 and π, the nearest multiple in (10) is 2π, and

p = 2π/(2π − 2z) = 1/(1 − z/π) = 1/(1 − k_za/2π).  (11)

A free-electron sphere gives a first estimate. With one electron per atom the density is 4/a³, so k_F³ = 3π² · 4/a³ and k_Fa = (12π²)^{1/3} = 4.9109. At the top of the sphere z/π = 4.9109/6.2832 = 0.7816, and p = 1/0.2184 = 4.58 layers. This is not the long period of copper. The reason is the small denominator in (11): a small relative change in k_z changes p by pz/π times as much. The sphere is too crude for a quantity this sensitive, and its mirror pairs give no second period, since its normal points along [001] only at the top and bottom. In the periodically repeated zone the sphere does have one more stationary pair, which is not a mirror pair. The line x = y = π/2 meets the sphere at z/π = √(0.7816² − 0.5) = 0.333 and the neighbouring sphere at z/π = 0.667, with opposite velocities, and this gives a period of 6.0 layers. That vector spans the gap between the two spheres along this line. In copper the neck fills the gap, so the vector has no counterpart there, and its closeness to the long period of copper is accidental.

The theory turns a Fermi surface into periods, but it does not supply the surface. For copper two facts about its shape are taken here as rough inputs. The radius along [100] is about 6 % larger than k_F, and the surface touches the zone boundary in the [111] directions through necks of radius about 0.19 k_F. The third condition is that the surface hold one electron per atom, half of what the band can hold. A band with three shells of neighbours has just enough freedom to meet these conditions:

ε = μ − t f(x, y, z),  f = S₁₁₀ + r₂S₂₀₀ + r₃S₂₁₁ − C,

S₁₁₀ = cos x cos y + cos y cos z + cos z cos x,

S₂₀₀ = cos 2x + cos 2y + cos 2z,

S₂₁₁ = cos 2x cos y cos z + cos x cos 2y cos z + cos x cos y cos 2z.

States with f > 0 are occupied. The conditions give r₂ = 0.0290, r₃ = −0.3450 and C = −0.2160, where the last digit of r₃ and C moves by one unit with the grid used to count the electrons. A separate count of occupied points on a three-dimensional grid returns a filling of 0.5000.

The neck condition shows how the fit works. The centre of a neck is the point (π/2, π/2, π/2). A step of length 0.19 k_Fa/2 across the [111] axis, along (1, −1, 0)/√2, changes x by +δ and y by −δ, with δ = 0.19 × 4.9109/(2√2) = 0.330. There cos x = −sin δ, cos y = sin δ and cos z = 0. So S₁₁₀ = −sin²δ = −0.105, S₂₀₀ = −2cos 2δ − 1 = −2.580 and S₂₁₁ = +0.105. Then f = −0.105 − 0.075 − 0.036 + 0.216 = 0, as required. The neck radius is imposed in this one direction across the axis.

The first stationary vector crosses the belly of the surface at k∥ = 0. Its half-length is the [100] radius, so z/π = 1.06 × 0.7816 = 0.8285 and 2z = 5.2055. Without the lattice the period would be π/z = 1.207 layers. With it, the phase advance per layer is equivalent to 2π − 5.2055 = 1.078, and p = 6.283/1.078 = 5.83 layers. An increase of 6 % in the radius has lengthened the period of the sphere by 27 %.

The second vector lies close to a neck. Moving outwards from k∥ = 0 along the diagonal x = y, the top of the surface first descends, as on a sphere. Near the neck it must turn upwards, because there it joins the next copy of the surface in the periodically repeated zone. Between the two trends z has a minimum along the diagonal. The condition for it is ∂f/∂x = 0, where

∂f/∂x = −sin x [cos y + cos z + 4r₂cos x + r₃(4cos x cos y cos z + cos 2y cos z + cos y cos 2z)],

and by symmetry ∂f/∂y = 0 follows when x = y. Solved together with f = 0, it gives x/π = y/π = 0.4074 and z/π = 0.6095. The neck centre, for comparison, is at 0.5 in all three.

The curvatures confirm this picture. Differentiating f(x, y, z(x, y)) = 0 twice at a point where z is stationary gives z_ij = −f_ij/f_z, with subscripts denoting derivatives. At the neck point the bracket above vanishes, so only its own derivatives survive:

f_xx = sin²x (4r₂ + 4r₃cos x cos z) = 0.229,

f_xy = sin²x [1 + r₃(8cos x cos z + cos 2z)] = 1.41.

Along the diagonal the second derivative of f is f_xx + f_xy = 1.64, and across it f_xx − f_xy = −1.18. With f_z = −0.6946, the second derivatives of 2z are +4.71 along the diagonal and −3.39 across it. The point is a saddle, with phase 0. It occurs at four places in the surface zone, (±x, ±x).

Here 2z = 3.8298, which would give a period of 1.641 layers without the lattice. The equivalent phase is 2π − 3.8298 = 2.453, and p = 6.283/2.453 = 2.56 layers. The length of this vector was not put in. It follows from the three conditions on the surface together with the assumed form of the band.

A search from 500 random starting points for places where the velocity is along the normal found these two spanning vectors and no others, up to symmetry. A second random search, for stationary pairs that are not mirror images, found none. Such searches are evidence for this model surface and not a proof.

The periods are as firm as the surface is known. Changing the [100] radius from 1.05 to 1.07 k_F moves the long period from 5.58 to 6.11 layers, which is the sensitivity contained in (11). The short period hardly responds to that change, going from 2.563 to 2.559. It depends more on the neck: radii of 0.18 and 0.20 k_F give 2.53 and 2.60 layers. The periods of about 5.9 and 2.6 layers for Cu(001) are therefore consistent with these rough dimensions, but the first could not be predicted to a tenth of a layer from a radius known to one per cent.

The strengths need the energy scale. Since k_z = 2z/a, the velocity satisfies ħv = t|f_z|a/2. Since q = (2/a) · 2z, the second derivatives of q with respect to k∥ are a/2 times those of 2z with respect to x and y, which are called h₁ and h₂. Thus ħv√|c₁c₂| = (a²t/4)|f_z|√|h₁h₂|, and at zero temperature

J ≃ (4V²/a²t) (1/N²) Σ A cos(2zN + φ),  A = m/(π²|f_z|√|h₁h₂|),  (12)

where m is the number of equivalent points. At the belly

f_z = −sin z [2 + 4r₂cos z + r₃(4cos z + 2)] = −1.229,

f_xx = −[1 + cos z + 4r₂ + r₃(5cos z + cos 2z)] = −1.575.

Both second derivatives of 2z are −2f_xx/f_z = −2.563, so the vector is a maximum with phase −π/2. The two amplitudes are

belly: A = 1/(9.870 × 1.229 × 2.563) = 0.0322,

neck: A = 4/(9.870 × 0.6946 × √(3.393 × 4.712)) = 0.1459.

The neck term is 4.5 times the stronger in this model. The factor 4 from its equivalent points and 1.77 from its lower speed outweigh the factor 0.64 from its larger curvature.

For a scale in SI units, take the rough size a = 0.36 nm and the round model parameters t = 3.0 eV and V = 0.3 eV. Then 4V²/(a²t) = 148 mJ/m². At N = 10 the amplitudes are 148 × 0.0322/100 = 0.048 mJ/m² for the belly and 0.22 mJ/m² for the neck. The periods are 5.83 × 0.18 nm = 1.05 nm and 2.56 × 0.18 nm = 0.46 nm. The strengths are illustrative. In a real multilayer they depend on how differently the two spins are scattered at each k∥, which a single constant V does not describe, and the ratio of the two terms may then be quite different.

The asymptotic formula was tested against the full second-order coupling, equation (1) with the energy integral replaced by the sum (8), evaluated without stationary phase. For this band f is a quadratic function of cos z, so 1/(iy + tf) splits into two fractions of the form 1/(cos z − w). For each of them the substitution ζ = e^{iz} and the residue at the root λ inside the unit circle, where λ + 1/λ = 2w, give

(1/2π) ∫ dz e^{iNz}/(cos z − w) = 2λ^{N+1}/(λ² − 1).

What remains is a sum over a fine grid of k∥ and over the energies y_n. It was carried out for N = 12 to 60 at k_BT = 0.004 t, which is 139 K for the chosen t.

The result at N = 40 can be followed by hand in units of 4V²/(a²t), after multiplication by N². In these variables X = 2π(k_BT/t)N/|f_z|. This is 1.45 for the neck and 0.82 for the belly, so X/sinh X is 0.72 and 0.90. The neck term is 0.1459 × 0.72 × cos(153.19) = −0.077. The belly term is 0.0322 × 0.90 × cos(208.22 − π/2) = +0.022. Their sum is −0.055, and the full calculation gives −0.0549. At N = 41 and 42 it gives +0.0978 and −0.1095, where the asymptotic formula gives +0.0976 and −0.1096. The sign changes at both of these steps because the stronger oscillation has a period not far above 2. It does not change at every step, since the period is not exactly 2: from N = 43 to 44, for example, it stays the same.

Over N = 12 to 20 the root-mean-square difference between the two results is 0.4 % of the root-mean-square coupling, both weighted with N². Over N = 40 to 60 it is 0.3 %. The expansion behind the formula allows corrections of relative order 1/N. At a fixed temperature it also allows corrections that grow with N, as N(k_BT)², because q is not exactly linear in energy. The output shows that the total error is small over the tested range. It does not separate the two kinds, and the same accuracy should not be expected at much larger N or higher temperature. The periods were also extracted from the full result without using the spanning vectors, as the positions of the peaks in its Fourier spectrum. They are 5.83 and 2.56 layers, equal to the predicted values within the resolution of the frequency grid.

The tested coupling belongs to a spacer of uniform thickness. If half of the area has N layers and half has N + 1, and the energies of the two parts simply add, each oscillation is averaged over two values of its phase that differ by 2π/p. Neglecting the small change in 1/N², the average of the two cosines is a cosine reduced by cos(π/p). This factor is 0.86 for the period 5.83 and 0.34 for 2.56. A single atomic step in the thickness thus weakens the short period far more than the long one. In this model the zero-temperature amplitudes become 0.049 for the neck and 0.028 for the belly, so the short period still leads, but by a factor of 1.8 instead of 4.5.

Numbers as computed

```
free-electron radius kF*a = 4.9109
rough inputs: [100] radius 1.06 kF, neck radius 0.19 kF
fitted r2 = 0.0290, r3 = -0.3450, C = -0.2160
filling by 3D count = 0.5000 (target 0.5)
free-electron sphere period = 4.58 ML
distinct mirror spanning vectors found = 2
distinct non-mirror spanning vectors found = 0
belly: (kx,ky,kz)a/2pi = (0.0000, 0.0000, 0.8285)
belly: q*d = 5.2055 rad, unaliased period = 1.207 ML
belly: aliased period = 5.831 ML = 1.049 nm
belly: period from Fourier peak of full sum = 5.831 ML
belly: |f_z| = 1.2289, curvatures of 2z = -2.563, -2.563
belly: points = 1, phase = -0.50 pi, N^2 K amplitude = 0.0322
belly: T=0 strength at N=10 = 0.0477 mJ/m^2
neck: (kx,ky,kz)a/2pi = (0.4074, 0.4074, 0.6095)
neck: q*d = 3.8298 rad, unaliased period = 1.641 ML
neck: aliased period = 2.561 ML = 0.461 nm
neck: period from Fourier peak of full sum = 2.561 ML
neck: |f_z| = 0.6946, curvatures of 2z = -3.393, 4.712
neck: points = 4, phase = 0.00 pi, N^2 K amplitude = 0.1459
neck: T=0 strength at N=10 = 0.2165 mJ/m^2
long period for [100] radius 1.05 kF = 5.58 ML
long period for [100] radius 1.07 kF = 6.11 ML
short period for [100] 1.05 kF, neck 0.19 kF = 2.563 ML
short period for [100] 1.07 kF, neck 0.19 kF = 2.559 ML
short period for [100] 1.06 kF, neck 0.18 kF = 2.526 ML
short period for [100] 1.06 kF, neck 0.20 kF = 2.596 ML
a = 0.36 nm, d = 0.18 nm, t = 3.0 eV, V = 0.3 eV
energy unit 4V^2/(a^2 t) = 148.35 mJ/m^2
temperature of full sum: kT/t = 0.004, T = 139 K
N=20: N^2 K full = +0.03526, asymptotic = +0.03553
N=40: N^2 K full = -0.05489, asymptotic = -0.05506
N=41: N^2 K full = +0.09779, asymptotic = +0.09764
N=42: N^2 K full = -0.10948, asymptotic = -0.10964
N=60: N^2 K full = -0.09015, asymptotic = -0.09037
relative rms misfit: N=12-20 0.004, N=40-60 0.003
parabolic band, T=0: decay exponent = -1.9992
parabolic band, T=0: direct/asymptotic = 0.9998
```
